# Forces with a position-dependent overlap operator in ultrasoft and PAW calculations

## What has to be decided in the force routine

A force routine written for norm-conserving pseudopotentials evaluates the derivative of the Hamiltonian at fixed orbitals. With ultrasoft pseudopotentials or the projector augmented-wave (PAW) method, one must decide whether that routine may be reused. It may not be reused unchanged: the overlap operator moves with the ions, and its derivative enters with the orbital energies as weights.

For one level of a generalized eigenproblem,

$$Hc=\varepsilon Sc,\qquad c^\dagger Sc=1, \tag{1}$$

the slope with respect to an ionic coordinate $R$ is

$$\frac{d\varepsilon}{dR}=c^\dagger\frac{dH}{dR}c-\varepsilon\,c^\dagger\frac{dS}{dR}c. \tag{2}$$

The minus sign belongs to the energy derivative. The force is $F=-dE/dR$, so there the overlap term appears as $+\varepsilon\,c^\dagger(dS/dR)c$.

Here $H(R)$ and $S(R)$ are Hermitian matrices that depend smoothly on $R$, and $S$ is positive definite. The basis is fixed in space, as plane waves in a fixed cell are. A prime denotes $d/dR$.

## Where the moving overlap comes from

In the ultrasoft scheme a pseudo-orbital $\psi$ carries less or more norm near an ion than the orbital it represents. The overlap operator restores the difference:

$$S=1+\sum_I\sum_{ij}q^I_{ij}\,|\beta^I_i\rangle\langle\beta^I_j|. \tag{3}$$

The projectors $\beta^I_i$ are centred on ion $I$. The numbers $q^I_{ij}$ form a Hermitian matrix and do not change when the ion is translated. Hence, for a displacement of ion $J$,

$$\frac{\partial S}{\partial R_J}=\sum_{ij}q^J_{ij}\left(|\partial_J\beta^J_i\rangle\langle\beta^J_j|+|\beta^J_i\rangle\langle\partial_J\beta^J_j|\right). \tag{4}$$

PAW leads to the same form. Its transformation is $\mathcal T=1+\sum_i|\Delta_i\rangle\langle p_i|$, where $\Delta_i=\phi_i-\tilde\phi_i$ is the difference between an all-electron and a pseudo partial wave and vanishes outside the augmentation sphere. For one sphere,

$$\mathcal T^\dagger\mathcal T=1+\sum_i\left(|p_i\rangle\langle\Delta_i|+|\Delta_i\rangle\langle p_i|\right)+\sum_{ij}|p_i\rangle\langle\Delta_i|\Delta_j\rangle\langle p_j|.$$

If the pseudo partial waves are complete for the pseudo-orbitals inside the sphere, $\psi=\sum_j|\tilde\phi_j\rangle\langle p_j|\psi\rangle$ there. Inserting this beside each localized $\Delta_i$ gives the coefficient of $|p_i\rangle\langle p_j|$:

$$\langle\Delta_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\Delta_j\rangle
=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle=q_{ij}.$$

The last step follows by substituting $\phi_i=\tilde\phi_i+\Delta_i$ in the first overlap. With non-overlapping spheres the contributions add, and (3) results with $\beta_i$ replaced by $p_i$.

## Slope of one level

Let the level be nondegenerate, so that $\varepsilon(R)$ and, with a smooth choice of phase, $c(R)$ are differentiable. Multiplying (1) by $c^\dagger$ gives $\varepsilon=c^\dagger Hc$. Its derivative is

$$\varepsilon'=c^\dagger H'c+c'^\dagger Hc+c^\dagger Hc'
=c^\dagger H'c+2\,\mathrm{Re}(c'^\dagger Hc),$$

because $H$ is Hermitian and the last two terms are complex conjugates. The eigenvalue equation replaces $Hc$ by $\varepsilon Sc$, and $\varepsilon$ is real:

$$\varepsilon'=c^\dagger H'c+\varepsilon\,2\,\mathrm{Re}(c'^\dagger Sc). \tag{5}$$

For constant $S$ the normalization would make the last term zero. Here the metric itself changes. Differentiating $c^\dagger Sc=1$ gives

$$2\,\mathrm{Re}(c'^\dagger Sc)+c^\dagger S'c=0. \tag{6}$$

Substitution into (5) yields (2). The orbital response does contribute, but the part that matters is fixed by the norm condition, and no response equation has to be solved. A change of phase adds $i\theta'c$ to $c'$, which contributes $2\,\mathrm{Re}(-i\theta'c^\dagger Sc)=0$, so the result does not depend on the phase.

If an eigensolver returns another normalization, both expectation values in (2) must be divided by $c^\dagger Sc$. If $S$ does not depend on $R$, (2) becomes the usual Hellmann–Feynman formula.

## A two-by-two check by hand

Take

$$H=\begin{pmatrix}a&h\\h&a\end{pmatrix},\qquad
S=\begin{pmatrix}1&s\\s&1\end{pmatrix},\qquad |s|<1,$$

with $h$ and $s$ depending on $R$. The symmetric vector $c=(1,1)^T/\sqrt{2(1+s)}$ satisfies $c^\dagger Sc=1$ and has

$$\varepsilon=\frac{a+h}{1+s},\qquad
\varepsilon'=\frac{h'}{1+s}-\frac{(a+h)s'}{(1+s)^2}.$$

The theorem gives the same two terms, since $c^\dagger H'c=h'/(1+s)$ and $c^\dagger S'c=s'/(1+s)$.

For $a=-10$ eV, $h=-4$ eV, $s=0.25$, $h'=20$ eV/nm and $s'=-1.5$ nm$^{-1}$, the energy is $-14/1.25=-11.2$ eV. The Hamiltonian term is $20/1.25=16$ eV/nm. The overlap term is $-(-11.2)(-1.5/1.25)=-13.44$ eV/nm. Their sum, $2.56$ eV/nm, agrees with the finite-difference slope. The Hamiltonian term alone is more than six times too large in this example.

## Degenerate levels

At a degeneracy an arbitrary eigenvector need not continue smoothly when the ion moves. Let the columns of $U$ span the degenerate space at the chosen $R$, with $U^\dagger SU=1$. On a smooth branch, $c=Ux$ at this point. Differentiating $(H-\varepsilon S)c=0$ gives

$$(H'-\varepsilon'S-\varepsilon S')c+(H-\varepsilon S)c'=0.$$

Multiplication by $U^\dagger$ removes the last term, because $U^\dagger(H-\varepsilon S)=0$. What remains is

$$U^\dagger(H'-\varepsilon S')U\,x=\varepsilon'x. \tag{7}$$

The slopes are the eigenvalues of this small matrix. In a dimensionless random-matrix test they are 0.1573 and 1.8112, in agreement with finite differences. The diagonal elements in the basis first supplied are 0.2049 and 1.7635. They are not the individual slopes, but their sum is correct because a trace does not depend on the choice of $U$. A degenerate set whose occupations are equal and stay equal as the ion moves, such as a completely filled set, therefore needs no special treatment in the total force. A partly filled set at zero temperature is different. If the displacement splits it in first order and the electrons move into the lower branch, the energy has a cusp, and the one-sided slopes must be built from the eigenvalues of (7).

## Self-consistent energy

### The general force

Let $C$ contain the occupied orbitals as columns, each with the same occupation $f$, and let $C^\dagger SC=1$. The energy $E(C,R)$ is a mean-field functional with

$$\frac{\partial E}{\partial c_i^*}=fHc_i, \tag{8}$$

where $H$ depends on the density. At self-consistency $HC=SC\Lambda$, with $\Lambda$ Hermitian. Assume a gap above the occupied set and a self-consistent solution that changes smoothly with $R$. The second condition is separate: a gap in $H$ alone does not exclude a jump to another self-consistent solution.

By the chain rule and (8),

$$\frac{dE}{dR}=\left.\frac{\partial E}{\partial R}\right|_C
+2f\,\mathrm{Re}\,\mathrm{Tr}(C'^\dagger HC).$$

Insert $HC=SC\Lambda$ and write the real part as half the sum with the complex conjugate:

$$2\,\mathrm{Re}\,\mathrm{Tr}(C'^\dagger SC\Lambda)
=\mathrm{Tr}\left[\Lambda(C'^\dagger SC+C^\dagger SC')\right]
=-\mathrm{Tr}(\Lambda C^\dagger S'C).$$

The last equality is the derivative of $C^\dagger SC=1$. In the orbital basis that makes $\Lambda$ diagonal,

$$F=-\left.\frac{\partial E}{\partial R}\right|_C
+f\sum_i\varepsilon_i\,c_i^\dagger S'c_i. \tag{9}$$

If convergence is incomplete, the residuals $r_i=Hc_i-\varepsilon_iSc_i$ leave an additional term $2f\,\mathrm{Re}\sum_i c_i'^\dagger r_i$ in $dE/dR$. It is linear in the residual, so a force test needs tightly converged orbitals.

### Explicit terms for one projector per ion

The numerical model has one projector per ion, so $q_{ij}^I$ reduces to $q_I$. Its density is

$$n=f\sum_i|\psi_i|^2+\sum_I\rho_IQ_I,\qquad
\rho_I=f\sum_i|\langle\beta_I|\psi_i\rangle|^2, \tag{10}$$

with augmentation functions satisfying $\int Q_I\,dx=q_I$. Integrating $n$ therefore gives $f\sum_i c_i^\dagger Sc_i$, the electron number. The energy is

$$E=f\sum_i\langle\psi_i|T|\psi_i\rangle+\sum_I D_I^0\rho_I
+\int V_{\rm ion}n\,dx+\frac g2\int n^2dx, \tag{11}$$

where $T=-(\hbar^2/2m)\,d^2/dx^2$, $m$ is the electron mass and $V_{\rm ion}=\sum_IV_I$.

A density variation changes the last two terms by $\int V_{\rm eff}\,\delta n\,dx$, with $V_{\rm eff}=V_{\rm ion}+gn$. By (10), $\delta n$ contains $Q_I\,\delta\rho_I$. Collecting the coefficients of $\delta\psi_i^*$ gives (8) with

$$H=T+V_{\rm eff}+\sum_ID_I|\beta_I\rangle\langle\beta_I|,\qquad
D_I=D_I^0+\int V_{\rm eff}Q_I\,dx. \tag{12}$$

Now move ion $J$ at fixed $C$. The explicit density change is $\rho_J\partial_JQ_J+Q_J\partial_J\rho_J$, and the local well moves too. Thus

$$\left.\frac{\partial E}{\partial R_J}\right|_C
=\int n\,\partial_JV_J\,dx+\rho_J\int V_{\rm eff}\,\partial_JQ_J\,dx
+D_J\,\partial_J\rho_J. \tag{13}$$

The bare $D_J^0$ and the integral of $V_{\rm eff}Q_J$ have combined into the screened $D_J$. Differentiating $\rho_J$ gives

$$\partial_J\rho_J=2f\,\mathrm{Re}\sum_i
\langle\psi_i|\partial_J\beta_J\rangle\langle\beta_J|\psi_i\rangle.$$

The overlap term in (9) contains the same products, weighted by $\varepsilon_iq_J$. The force to code is therefore

$$\begin{aligned}
F_J={}&-\int n\,\partial_JV_J\,dx-\rho_J\int V_{\rm eff}\,\partial_JQ_J\,dx\\
&-2f\,\mathrm{Re}\sum_i(D_J-\varepsilon_iq_J)
\langle\psi_i|\partial_J\beta_J\rangle\langle\beta_J|\psi_i\rangle.
\end{aligned} \tag{14}$$

For several projectors, $D_J-\varepsilon_iq_J$ becomes the matrix $D^J_{kl}-\varepsilon_iq^J_{kl}$, summed with $\langle\psi_i|\partial_J\beta_k\rangle\langle\beta_l|\psi_i\rangle$. In the second term of (14), $\rho_J\,\partial_JQ_J$ likewise becomes $\sum_{kl}\rho^J_{kl}\,\partial_JQ^J_{kl}$, with $\rho^J_{kl}=f\sum_i\langle\psi_i|\beta_k\rangle\langle\beta_l|\psi_i\rangle$. The eigenvalue must stay inside the orbital sum; a density matrix summed over orbitals without energy weights is not enough.

## Two invariances that require the overlap term

### Constant potential

Add a constant $\lambda$ to $V_{\rm eff}$. The local term gains $\lambda$, and each $D_I$ gains $\lambda q_I$. Hence $H$ becomes $H+\lambda S$, the eigenvectors stay the same and every eigenvalue rises by $\lambda$. The first term of (2) changes by $\lambda c^\dagger S'c$, while the second changes by the opposite amount. Without the second term, a slope would depend on the arbitrary zero of potential.

### Rigid translation

Let $P$ be the momentum operator, and translate all ions and orbitals by $b$. The orbitals become $C(b)=e^{-iPb/\hbar}C$. The energy does not change, so

$$\sum_J\left.\frac{\partial E}{\partial R_J}\right|_C
=-2f\,\mathrm{Re}\sum_i\left(\frac{dc_i}{db}\right)^\dagger Hc_i
=f\sum_i\varepsilon_i\,c_i^\dagger\left(\sum_J\frac{\partial S}{\partial R_J}\right)c_i. \tag{15}$$

The second equality uses $Hc_i=\varepsilon_iSc_i$ and (6), which applies because the translated orbitals remain normalized in the translated metric. By (9), the complete forces then sum to zero. The fixed-orbital parts alone generally do not. The argument holds in a truncated plane-wave basis because $P$ is diagonal there, provided the integrals themselves respect translations.

## Numerical matrix model

The periodic cell is 0.8 nm long and has 49 plane waves. Two model ions lie at 0.30 and 0.42 nm. Their wells are $V_I=-A_I\exp[-(x-R_I)^2/2w^2]$, with $A=(60,45)$ eV and $w=0.05$ nm. The projectors have the same Gaussian form with width 0.03 nm and are normalized to $\int\beta_I^2dx=1$. The functions $Q_I$ are Gaussians of width 0.03 nm and area $q_I$, where $q=(0.5,0.3)$. The bare coefficients are $D^0=(10,6)$ eV. These round values represent no material. The eigenvalues of $S$ lie between 1.0000 and 1.5003, so it is positive definite.

### Levels without electron interaction

Set $g=0$ and displace ion 2. The lowest level has $\varepsilon=-45.509$ eV and $c^\dagger S'c=-1.1419$ nm$^{-1}$. Its slope is

$$268.858-(-45.509)(-1.1419)=268.858-51.966=216.893\ \mathrm{eV/nm},$$

up to rounding. Finite differences of the generalized eigenvalue give the same value. The omitted term would have been 24% of the correct slope. For the second level the terms are 95.196 and $-15.475$ eV/nm, and the slope is 79.721 eV/nm. Over the lowest four levels the largest deviation from finite differences is $1.4\times10^{-9}$ eV/nm.

Equation (6) is also tested separately. Keeping the original $S$ while differentiating the lowest orbital gives a norm response of $+1.1419$ nm$^{-1}$, opposite to $c^\dagger S'c$. This is the response that a fixed-orbital formula misses.

A constant potential of 10 eV changes the Hamiltonian term from 268.858 to 257.440 eV/nm. The change, $-11.419$ eV/nm, equals $10\times(-1.14187)$ eV/nm within rounding. The full slope stays at 216.893 eV/nm.

### Four interacting electrons

Now let $g=0.3$ eV nm, with two doubly occupied orbitals, $f=2$. The smooth density holds 3.0372 electrons and the augmentation 0.9628, together four. The occupied levels lie at $-40.093$ and $-27.077$ eV, and the next at $-10.954$ eV, so the gap is 16.12 eV.

The total energy is $-144.361$ eV, whereas the occupied levels sum to $-134.340$ eV. The sum $f\sum_i\varepsilon_i$ contains $g\int n^2dx$, while (11) contains half of it. The difference, 10.021 eV, is thus the interaction energy $(g/2)\int n^2dx$. Forces must be compared with differences of the total energy, not of the level sum.

Separating (9) into its two parts gives, in eV/nm:

| Ion | Fixed-orbital part | Overlap part | Force |
|---|---:|---:|---:|
| 1 | 643.259 | −93.104 | 550.155 |
| 2 | −656.152 | 105.997 | −550.155 |

Both forces agree with finite differences of the reconverged total energy to the digits shown. Their magnitude is 88.14 nN. They pull the ions together; the model has no direct ion–ion repulsion, whose derivative would be added separately in a calculation on a real system.

Without the overlap part, the forces would be wrong by 17% on ion 1 and 19% on ion 2, relative to the complete force. The net force would then be $-12.893$ eV/nm, while the complete formula gives a net force of magnitude $2.4\times10^{-11}$ eV/nm. The false net force is much smaller than either individual error, because here the errors have opposite signs and similar magnitudes. A small net force is therefore a necessary check, but it does not replace a finite-difference test on each ion.

## Conditions for use in a code

**Finite differences.** The force checks above use the five-point formula

$$F\simeq-\frac{8[E(\delta)-E(-\delta)]-[E(2\delta)-E(-2\delta)]}{12\delta},$$

where $\delta$ is the displacement. Its truncation error is of order $\delta^4$, while rounding and convergence errors in $E$ are divided by $\delta$. The density must be reconverged at every displacement, with the same basis and cell.

**Moving basis functions.** For atom-centred functions $\chi_\mu$, the matrix derivative contains the motion of the basis:

$$\frac{d}{dR}\langle\chi_\mu|\hat H|\chi_\nu\rangle
=\langle\chi_\mu'|\hat H|\chi_\nu\rangle+\langle\chi_\mu|\hat H'|\chi_\nu\rangle
+\langle\chi_\mu|\hat H|\chi_\nu'\rangle,$$

and likewise for $S$. Equation (2) remains valid with these full derivatives. Inserting the operator derivative alone would omit the first and third terms.

**Unequal occupations.** For fixed occupations $f_i$ and smoothly followed eigenvectors, the derivation applies orbital by orbital and replaces $f\varepsilon_i$ in (9) by $f_i\varepsilon_i$. If the occupations vary with $R$, $dE/dR$ gains $\sum_i\varepsilon_if_i'$, since $\partial E/\partial f_i=c_i^\dagger Hc_i=\varepsilon_i$. For thermal occupations one differentiates the free energy $A$ instead. At its minimum with fixed electron number, $\partial A/\partial f_i=\mu$, the chemical potential, so the extra term is $\mu\sum_if_i'=0$. The numerical tests cover equal occupations and do not test this extension.

**PAW on-site energies.** Equation (9) applies to a PAW functional that satisfies (8), but its fixed-orbital derivative must include every explicit dependence on the ionic position. The terms in (14) are those of the model energy (11), not a complete list for a PAW code.

## Calculated quantities

```
TWO-BY-TWO MODEL
a = -10.0 eV, h = -4.0 eV, s = 0.25
dh/dR = 20.0 eV/nm, ds/dR = -1.5 1/nm
lowest eigenvalue = -11.2000 eV
c'H'c part = 16.0000 eV/nm, -e c'S'c part = -13.4400 eV/nm
slope: theorem 2.560000, differences 2.560000 eV/nm
DEGENERATE PAIR (dimensionless random matrices)
projected-matrix slopes: [0.157266 1.811221]
finite-difference slopes: [0.157266 1.811221]
diagonal elements only: [0.204949 1.763538]
PLANE-WAVE MODEL: INPUT
cell 0.8 nm, ions at [0.3  0.42] nm, 49 plane waves
well depths [60. 45.] eV, well width 0.05 nm
projector width 0.03 nm, augmentation width 0.03 nm
bare D [10.  6.] eV, q [0.5 0.3]
smallest, largest eigenvalue of S = 1.0000, 1.5003
NO INTERACTION, ion 2 displaced
level 1: e = -45.50921 eV, c'S'c = -1.14187 1/nm
  c'H'c = 268.85831, -e c'S'c = -51.96570 eV/nm
  slope: theorem 216.89261, differences 216.89261 eV/nm
level 2: e = -31.76501 eV, c'S'c = -0.48719 1/nm
  c'H'c = 95.19626, -e c'S'c = -15.47545 eV/nm
  slope: theorem 79.72081, differences 79.72081 eV/nm
largest deviation, four levels = 1.4e-09 eV/nm
level 1 norm response 2Re(c'^+ S c) = 1.14187 1/nm
constant potential 10.0 eV, level 1: c'H'c = 257.43959, full slope = 216.89261 eV/nm
SELF-CONSISTENT MODEL
coupling g = 0.3 eV nm, electrons = 4.000000
charge in smooth part = 3.03716, augmentation = 0.96284
levels 1, 2, 3 = -40.09306, -27.07690, -10.95435 eV
total energy = -144.360940 eV, sum of occupied levels = -134.339922 eV
ion 1: fixed-orbital part 643.25862, overlap part -93.10372 eV/nm
  force: formula 550.15490, differences 550.15490 eV/nm = 88.14453 nN
ion 2: fixed-orbital part -656.15196, overlap part 105.99706 eV/nm
  force: formula -550.15490, differences -550.15490 eV/nm = -88.14453 nN
net force, complete formula: magnitude 2.4e-11 eV/nm
net force without overlap part = -12.89334 eV/nm
```
